# Why Hartree-Fock bands of a metal interpolate badly: verification in Python

```python
"""
Result under test: Fock hoppings are F(R) = h(R) - v(R) rho(R).  In a metal with
v = 1/distance they decay algebraically, the velocity has a logarithmic
singularity at the Fermi surface, and interpolation from N mesh points has an
error ~ 1/N and a Fermi velocity growing by ln(2)/pi per doubling of N.
Exponential screening or a gap restores exponential decay.

Symbols (Hartree atomic units):
  a      site spacing (bohr);  t  bare hopping;  V = 1/a neighbour repulsion
  R      distance in sites;  theta = k a;  theta_f = k_F a
  rho    density matrix per spin;  kappa  inverse screening length per site
  t1,t2  alternating bare hoppings of the insulating chain
On-site exchange and the neutralized Hartree term are constants and are omitted.
"""
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.integrate import quad, simpson
from scipy.special import spence, zeta

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
a, t = 5.0, 0.1
V = 1.0 / a
kappa = 0.5
t1, t2 = 0.08, 0.12
half = np.pi / 2
meshes = [16, 32, 64, 128]
M = 4096
grid = 2 * np.pi * np.arange(M) / M


def exchange_band(theta, theta_f, screening=0.0):
    """Closed form of the exchange band, by dilogarithms."""
    total = 0.0
    for angle in (theta_f + theta, theta_f - theta):
        z = np.exp(-screening + 1j * np.asarray(angle))
        total = total + spence(1 - z).imag
    return -V / np.pi * total


def exchange_velocity(theta, theta_f):
    """Closed form of d(exchange band)/dk for the bare interaction."""
    ratio = np.sin((theta + theta_f) / 2) / np.sin((theta - theta_f) / 2)
    return np.log(abs(ratio)) / np.pi


def interpolate(samples, theta):
    """Trigonometric interpolation: values and derivatives in theta."""
    n = len(samples)
    R = np.arange(-(n // 2), n // 2 + 1)
    coeff = (np.fft.fft(samples) / n)[R % n]
    coeff[0] *= 0.5
    coeff[-1] *= 0.5
    phase = np.exp(1j * np.outer(np.atleast_1d(theta), R))
    return phase @ coeff, phase @ (1j * R * coeff)


# --- exchange from explicit determinants: orbital removal energy on a small ring
L = 8
ring_v = np.array([0.0] + [1 / min(d, L - d) for d in range(1, L)])


def determinant_energy(momenta):
    energy = norm = 0.0
    for sites in combinations(range(L), len(momenta)):
        orbitals = np.exp(2j * np.pi * np.outer(sites, momenta) / L) / np.sqrt(L)
        weight = abs(np.linalg.det(orbitals)) ** 2
        norm += weight
        energy += weight * sum(ring_v[y - x] for x, y in combinations(sites, 2))
    assert abs(norm - 1) < 1e-12
    return energy


removal = determinant_energy([-1, 0, 1]) - determinant_energy([-1, 0])
distance = np.arange(L)
rho_ring = sum(np.exp(2j * np.pi * m * distance / L) for m in (-1, 0, 1)) / L
fock_sum = np.sum(ring_v * rho_ring * np.exp(-2j * np.pi * distance / L)).real
predicted = 3 / L * ring_v.sum() - fock_sum
assert abs(removal - predicted) < 1e-12

# --- metallic density matrix from diagonalization, generic filling
n_ring, n_occ = 602, 201
ring = np.zeros((n_ring, n_ring))
idx = np.arange(n_ring)
ring[idx, (idx + 1) % n_ring] = -t
ring += ring.T
vectors = np.linalg.eigh(ring)[1][:, :n_occ]
R_test = np.arange(1, 22)
rho_diag = vectors[R_test] @ vectors[0]
theta_test = np.pi * n_occ / n_ring
rho_formula = np.sin(theta_test * R_test) / (np.pi * R_test)
assert np.max(abs(rho_diag - rho_formula)) < 1e-4   # finite-ring correction

# --- band and velocity formulas against the explicit lattice sum
R_long = np.arange(1, 200001, dtype=float)


def summed_band(theta, theta_f):
    terms = np.sin(theta_f * R_long) * np.cos(theta * R_long) / R_long**2
    return -2 * V / np.pi * terms.sum()


for theta_f in (1.1, half):
    for theta in (0.4, 1.3, 2.5):
        direct = summed_band(theta, theta_f)
        assert abs(direct - exchange_band(theta, theta_f)) < 1e-8
        step = 1e-4
        slope = (summed_band(theta + step, theta_f)
                 - summed_band(theta - step, theta_f)) / (2 * step)
        assert abs(a * slope - exchange_velocity(theta, theta_f)) < 3e-5

# --- three-dimensional electron gas, k_F = 1
r0 = 2.7
rho_quad = quad(lambda k: k * np.sin(k * r0), 0, 1)[0] / (2 * np.pi**2 * r0)
rho_3d = (np.sin(r0) - r0 * np.cos(r0)) / (2 * np.pi**2 * r0**3)
assert abs(rho_quad - rho_3d) < 1e-12


def gas_exchange(x):
    return -(1 + (1 - x * x) / (2 * x) * np.log(abs((1 + x) / (1 - x)))) / np.pi


r = np.linspace(1e-3, 2000, 400001)
for x in (0.5, 1.5):
    density = (np.sin(r) - r * np.cos(r)) / (2 * np.pi**2 * r**3)
    integral = -simpson(4 * np.pi * r * density * np.sin(x * r) / (x * r), x=r)
    assert abs(integral - gas_exchange(x)) < 1e-5


def gas_velocity(delta):
    s = delta / 100
    return (gas_exchange(1 - delta + s) - gas_exchange(1 - delta - s)) / (2 * s)


gas_log = (gas_velocity(1e-6) - gas_velocity(1e-5)) / np.log(10)
assert abs(gas_log - 1 / np.pi) < 1e-3

# --- the two metallic bands of the worked example
metal = -2 * t * np.cos(grid) + exchange_band(grid, half)
screened = -2 * t * np.cos(grid) + exchange_band(grid, half, kappa)
for band in (metal, screened):      # occupied set is unchanged by exchange
    assert np.all(np.diff(band[:M // 2 + 1]) > 0)
hop_metal = (np.fft.fft(metal) / M).real
hop_screened = (np.fft.fft(screened) / M).real
power = -np.log(abs(hop_metal[41] / hop_metal[11])) / np.log(41 / 11)
assert abs(power - 2) < 0.01

# --- self-consistent insulating chain with the bare interaction
D = np.rint(np.fft.fftfreq(M) * M).astype(int)
v_bare = np.where(D == 0, 0.0, V / np.maximum(abs(D), 1))
h = np.zeros(M)
h[1], h[-1] = -t1, -t2


def density_from(hoppings):
    f = M * np.fft.ifft(hoppings)
    return (np.fft.fft(-f / (2 * abs(f))) / M).real


rho_first = density_from(h)
first_rate = -np.log(abs(rho_first[-81] / rho_first[-41])
                     * np.sqrt(81 / 41)) / 40
assert abs(first_rate - 0.5 * np.log(t2 / t1)) < 1e-3

hop_gap = h.copy()
for iteration in range(1000):
    updated = h - v_bare * density_from(hop_gap)
    change = np.max(abs(updated - hop_gap))
    hop_gap = updated
    if change < 1e-14:
        break
assert change < 1e-13
f_gap = M * np.fft.ifft(hop_gap)
gap = 2 * np.min(abs(f_gap))
bare_gap = 2 * (t2 - t1)

# real-space diagonalization confirms the self-consistent solution
n_check = 240
fock = np.zeros((n_check, n_check))
for d in range(-119, 120, 2):
    even = np.arange(0, n_check, 2)
    fock[even, (even + d) % n_check] = hop_gap[d]
fock += fock.T
levels, states = np.linalg.eigh(fock)
occupied = states[:, :n_check // 2]
for d in range(-41, 42, 2):
    rho_d = occupied[0] @ occupied[d % n_check]
    assert abs(h[d] - V / abs(d) * rho_d - hop_gap[d]) < 1e-9


def gap_hop(d):
    return max(abs(hop_gap[d]), abs(hop_gap[-d]))


rate_near = np.log(gap_hop(15) / gap_hop(35)) / 20
rate_far = np.log(gap_hop(35) / gap_hop(55)) / 20
assert rate_far > 0.1 and rate_far / rate_near > 0.8   # a power law gives ~0.5

# --- interpolation from coarse meshes
err_metal, err_screened, err_gap, vel_metal, vel_screened = [], [], [], [], []
for n in meshes:
    stride = M // n
    tail_R = R_long[R_long > n / 2]
    for band, screening, errors, velocities in (
            (metal, 0.0, err_metal, vel_metal),
            (screened, kappa, err_screened, vel_screened)):
        values = interpolate(band[::stride], grid)[0].real
        errors.append(np.max(abs(values - band)))
        velocities.append(a * interpolate(band[::stride], half)[1][0].real)
        tail = V / np.pi * np.sum(np.exp(-screening * tail_R)
                                  * abs(np.sin(half * tail_R)) / tail_R**2)
        # slack: omitted far tail of the sum and rounding
        assert errors[-1] <= 4 * tail * (1 + 1e-3) + 1e-13
    f_values = interpolate(f_gap[::stride], grid)[0]
    err_gap.append(np.max(abs(abs(f_values) - abs(f_gap))))

growth = vel_metal[-1] - vel_metal[-2]
assert abs(growth - np.log(2) / np.pi) < 1e-3
error_ratio = err_metal[-2] / err_metal[-1]
assert abs(error_ratio - 2) < 0.1
screened_rate = np.log(err_screened[1] / err_screened[2]) / 16
assert abs(screened_rate - kappa) < 0.15
bare_velocity = 2 * t * a
screened_exact = bare_velocity + np.log(1 / np.tanh(kappa / 2)) / np.pi
assert abs(vel_screened[-1] - screened_exact) < 1e-8
assert err_gap[2] < 0.05 * err_gap[1] and err_gap[2] < 0.01 * err_metal[2]

# --- interaction V/R^3: finite Fermi velocity although hoppings are algebraic
R_mid = np.arange(1, 3001, dtype=float)
theta_mesh = 2 * np.pi * np.arange(128) / 128
cubic_band = -2 * V / np.pi * (np.cos(np.outer(theta_mesh, R_mid))
                               @ (np.sin(half * R_mid) / R_mid**4))
cubic_velocity = a * interpolate(cubic_band, half)[1][0].real
cubic_exact = 7 * zeta(3) / (4 * np.pi)
assert abs(cubic_velocity - cubic_exact) < 1e-3

# --- printed numbers
print(f"site spacing a = {a:.1f} bohr; hopping t = {t:.2f} hartree")
print(f"neighbour repulsion V = {V:.2f} hartree")
print(f"screening kappa = {kappa:.2f} per site")
print(f"insulator bare hoppings t1, t2 = {t1:.2f}, {t2:.2f} hartree")
print(f"determinant test, removal energy = {removal:.6f} (v(1)=1)")
print(f"same from Hartree minus exchange = {predicted:.6f} (v(1)=1)")
print(f"metal hopping decay exponent = {power:.4f}")
print("hopping magnitudes (hartree): R, metal, screened, insulator")
for d in (1, 11, 31, 51):
    print(f"  {d:3d}  {abs(hop_metal[d]):.3e}  {abs(hop_screened[d]):.3e}"
          f"  {gap_hop(d):.3e}")
print(f"bare velocity at k_F = {bare_velocity:.4f} a.u.")
print("true metal velocity below k_F: distance (1/a), velocity (a.u.)")
for delta in (0.1, 0.01, 0.001):
    theta = half - delta
    true_v = 2 * t * a * np.sin(theta) + exchange_velocity(theta, half)
    print(f"  {delta:.3f}  {true_v:.4f}")
print("max band error (hartree): N, metal, screened, insulator")
for i, n in enumerate(meshes):
    print(f"  {n:3d}  {err_metal[i]:.2e}  {err_screened[i]:.2e}"
          f"  {err_gap[i]:.2e}")
print(f"metal error at N=128 = {1000 * HARTREE_EV * err_metal[-1]:.2f} meV")
print(f"metal error ratio N=64 to N=128 = {error_ratio:.4f}")
print("interpolated velocity at k_F (a.u.): N, metal, screened")
for i, n in enumerate(meshes):
    print(f"  {n:3d}  {vel_metal[i]:.4f}  {vel_screened[i]:.4f}")
print(f"metal velocity growth, last doubling = {growth:.5f} a.u.")
print(f"ln(2)/pi = {np.log(2) / np.pi:.5f} a.u.")
print(f"screened velocity at k_F, closed form = {screened_exact:.4f} a.u.")
print(f"screened error decay, N=32 to 64 = {screened_rate:.3f} per site")
print(f"1/R^3 exchange velocity, N=128 = {cubic_velocity:.5f} a.u.")
print(f"1/R^3 exchange velocity, closed form = {cubic_exact:.5f} a.u.")
print(f"insulator gap without exchange = {bare_gap:.4f} hartree")
print(f"insulator HF gap = {gap:.4f} hartree = {gap * HARTREE_EV:.2f} eV")
print(f"first-iteration rho decay rate = {first_rate:.4f} per site")
print(f"half ln(t2/t1) = {0.5 * np.log(t2 / t1):.4f} per site")
print(f"HF hopping decay, R=15 to 35 = {rate_near:.4f} per site")
print(f"HF hopping decay, R=35 to 55 = {rate_far:.4f} per site")
print(f"3D gas log coefficient = {gas_log:.5f}; 1/pi = {1 / np.pi:.5f} a.u.")
print("verified")
```

Printed output:

```
site spacing a = 5.0 bohr; hopping t = 0.10 hartree
neighbour repulsion V = 0.20 hartree
screening kappa = 0.50 per site
insulator bare hoppings t1, t2 = 0.08, 0.12 hartree
determinant test, removal energy = 0.986316 (v(1)=1)
same from Hartree minus exchange = 0.986316 (v(1)=1)
metal hopping decay exponent = 2.0000
hopping magnitudes (hartree): R, metal, screened, insulator
    1  1.637e-01  1.386e-01  2.123e-01
   11  5.261e-04  2.150e-06  7.539e-05
   31  6.625e-05  1.229e-11  2.072e-08
   51  2.448e-05  2.062e-16  1.293e-11
bare velocity at k_F = 1.0000 a.u.
true metal velocity below k_F: distance (1/a), velocity (a.u.)
  0.100  1.9483
  0.010  2.6865
  0.001  3.4194
max band error (hartree): N, metal, screened, insulator
   16  5.99e-03  4.29e-05  1.14e-04
   32  3.02e-03  2.48e-07  2.30e-06
   64  1.51e-03  2.36e-11  2.72e-09
  128  7.56e-04  3.33e-16  1.60e-14
metal error at N=128 = 20.58 meV
metal error ratio N=64 to N=128 = 2.0002
interpolated velocity at k_F (a.u.): N, metal, screened
   16  1.9836  1.4459
   32  2.2017  1.4478
   64  2.4217  1.4478
  128  2.6422  1.4478
metal velocity growth, last doubling = 0.22047 a.u.
ln(2)/pi = 0.22064 a.u.
screened velocity at k_F, closed form = 1.4478 a.u.
screened error decay, N=32 to 64 = 0.579 per site
1/R^3 exchange velocity, N=128 = 0.66954 a.u.
1/R^3 exchange velocity, closed form = 0.66960 a.u.
insulator gap without exchange = 0.0800 hartree
insulator HF gap = 0.2274 hartree = 6.19 eV
first-iteration rho decay rate = 0.2029 per site
half ln(t2/t1) = 0.2027 per site
HF hopping decay, R=15 to 35 = 0.3955 per site
HF hopping decay, R=35 to 55 = 0.3655 per site
3D gas log coefficient = 0.31830; 1/pi = 0.31831 a.u.
verified
```
